# Reset Current and Compliance Current of a Metallic Filament at Fixed Voltages, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The current–voltage law of a self-heated filament

One kind of resistive memory cell is set when a metallic filament grows across an insulating layer, and reset when the filament breaks. The supply limits the current during set to a chosen compliance value. A designer who wants to know the reset current might measure the cold resistance of the finished filament, at a very small voltage, and divide the reset voltage by it. For a filament formed at 0.10 mA with the model parameters used in Part 2, this gives 0.235 mA. The same model, with Joule heating included, gives 0.107 mA. The estimate is too large by a factor of 2.2, because the filament is hot at reset and its resistance has risen.

A second error comes from the words "set voltage". The voltage at which an insulating cell starts to switch does not enter the model used here. What enters, together with the compliance current, is the voltage left across the filament when its growth stops. The derivation below uses this second voltage.

### Definitions and the elementary relation

Let $I_C$ be the current through the filament when growth stops, and $V_C$ the voltage across the filament at that moment. Let $V_R$ be the voltage across the same filament when reset begins, and $I_R$ the current at that moment. All four symbols denote positive magnitudes, so the two operations may have equal or opposite polarity. The hypothesis to be explored is that $V_C$ and $V_R$ have the same values for all filaments of a given kind, whatever the compliance current.

If the filament had one resistance $R$ at both moments, Ohm's law would give

$$V_C=I_C R,\qquad V_R=I_R R. \tag{1}$$

The first equation gives $R=V_C/I_C$. Substitution in the second gives

$$I_R=\frac{V_R}{R}=\frac{V_R}{V_C}\,I_C. \tag{2}$$

This is a line through the origin with slope $V_R/V_C$. Its physical content is simple: a larger compliance current leaves a thicker filament, since more conductance is needed to bring the voltage down to $V_C$, and a thicker filament carries more current at $V_R$.

The weak point is the common value of $R$. The two voltages differ, so the temperatures differ, and the resistance of a metal depends on temperature. It is not obvious that the correction is the same for thin and thick filaments. If it were not, the relation would cease to be linear. The question is therefore how current depends on voltage in a filament of arbitrary shape that heats itself.

### Assumptions

The filament lies along $x$, from $x=0$ to $x=\ell$, and has cross-section $A(x)>0$. The following assumptions hold throughout, except where a remark relaxes one of them.

1. Transport is diffusive and steady. Potential and temperature are uniform over each cross-section.
2. Both ends are held at the temperature $T_0$. Heat leaves through the ends, and none leaves through the side wall.
3. The electrical conductivity $\sigma(T)>0$ is the same function of temperature in all filaments considered.
4. The thermal conductivity obeys the Wiedemann–Franz law $\kappa=L\sigma T$ with constant Lorenz number $L$. Heat conduction by lattice vibrations is neglected, and so are thermoelectric effects.
5. The filament does not change between the end of set and the onset of reset.

For degenerate electrons scattered elastically, the Lorenz number has the Sommerfeld value

$$L=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{V^2/K^2}, \tag{3}$$

where $k_B$ is Boltzmann's constant and $e$ the elementary charge. The proofs need $L$ to be constant, but they do not need this particular value.

### Lemma 1: charge and heat balance

Choose the electric potential $\phi$ so that it equals $-V/2$ at $x=0$ and $+V/2$ at $x=\ell$, with $V>0$. Conventional current then flows towards smaller $x$. Let $I>0$ be its magnitude.

**Lemma 1.** In the steady state,

$$I=\sigma A\,\frac{d\phi}{dx},\qquad \frac{d}{dx}\left(\kappa A\,\frac{dT}{dx}\right)+\frac{I^2}{\sigma A}=0, \tag{4}$$

and $I$ does not depend on $x$.

*Proof.* Ohm's law gives the current density along $+x$ as $-\sigma\,d\phi/dx$. Multiplying by $A$ and taking the magnitude gives the first equation. In the steady state no charge accumulates between two cross-sections, so the same current passes through both.

The heat flowing per unit time along $+x$ is $Q=-\kappa A\,dT/dx$. Consider the slice between $x$ and $x+dx$. Its electrical resistance is $dx/(\sigma A)$, so it produces Joule heat at the rate $I^2dx/(\sigma A)$. With no loss through the side wall, this heat must leave through the two faces:

$$Q(x+dx)-Q(x)=\frac{I^2}{\sigma A}\,dx. \tag{5}$$

Dividing by $dx$ gives $dQ/dx=I^2/(\sigma A)$. Inserting $Q=-\kappa A\,dT/dx$ and moving all terms to one side gives the second equation. ∎

### Lemma 2: temperature as a function of potential

The unknown shape enters both equations through $A(x)$. It can be removed from the heat equation by using the potential, instead of the position, as the independent variable. This is allowed because $d\phi/dx=I/(\sigma A)$ is positive, so each value of $\phi$ between the ends belongs to one position.

**Lemma 2.** The temperature at the point where the potential is $\phi$ satisfies

$$T^2=T_0^2+\frac{1}{L}\left(\frac{V^2}{4}-\phi^2\right). \tag{6}$$

*Proof.* By the chain rule and the first equation of Lemma 1,

$$\frac{d}{dx}=\frac{d\phi}{dx}\frac{d}{d\phi}=\frac{I}{\sigma A}\frac{d}{d\phi}. \tag{7}$$

Apply this to the temperature gradient and use $\kappa=L\sigma T$:

$$\kappa A\frac{dT}{dx}=L\sigma T A\,\frac{I}{\sigma A}\frac{dT}{d\phi}=LI\,T\frac{dT}{d\phi}. \tag{8}$$

Both the conductivity and the cross-section have cancelled. Since $T\,dT/d\phi=\tfrac12\,d(T^2)/d\phi$, the right side equals $\tfrac12LI\,d(T^2)/d\phi$. Insert this in the heat equation and apply (7) once more to the outer derivative. Because $L$ and $I$ are constants,

$$\frac{I}{\sigma A}\,\frac{LI}{2}\frac{d^2(T^2)}{d\phi^2}+\frac{I^2}{\sigma A}=0. \tag{9}$$

Division by the positive quantity $I^2/(\sigma A)$ leaves

$$\frac{L}{2}\frac{d^2(T^2)}{d\phi^2}=-1. \tag{10}$$

Two integrations give $T^2=-\phi^2/L+a\phi+b$ with constants $a$ and $b$. At $\phi=\pm V/2$ the temperature is $T_0$, so

$$T_0^2=-\frac{V^2}{4L}\pm\frac{aV}{2}+b. \tag{11}$$

Subtracting the equation with the lower sign from that with the upper sign gives $aV=0$, hence $a=0$. Then $b=T_0^2+V^2/(4L)$, and (6) follows. ∎

### Remark: what a fixed voltage means

The right side of (6) is largest at $\phi=0$. The peak temperature is therefore

$$T_{\max}=\sqrt{T_0^2+\frac{V^2}{4L}}. \tag{12}$$

It depends on the voltage, the end temperature and the Lorenz number. It does not depend on the length, the thickness, the shape or the size of the conductivity. A thick filament dissipates more power than a thin one at the same voltage, but it also conducts heat to the ends more easily, and for electrons that carry both charge and heat the two effects cancel.

This gives the assumption of constant voltages a physical reading. Suppose that reset begins when the hottest part of the filament reaches a fixed temperature $T_R$. Solving (12) for the voltage gives

$$V_R=2\sqrt{L\,(T_R^2-T_0^2)}, \tag{13}$$

which is the same for all filaments in this model. The same reasoning applies to $V_C$ if growth stops at a fixed peak temperature. Whether real switching has such sharp temperatures is a question of atomic kinetics, which is not treated here. In what follows the constancy of $V_C$ and $V_R$ is an assumption.

### Lemma 3: voltage and shape separate

Define a shape factor $S$ and a function $F$ of the voltage by

$$S=\int_0^\ell\frac{dx}{A(x)},\qquad F(V)=\int_{-V/2}^{V/2}\sigma\big(T(\phi)\big)\,d\phi, \tag{14}$$

where $T(\phi)$ is given by (6). The unit of $S$ is an inverse length, and that of $F$ is a conductivity times a voltage.

**Lemma 3.** The current through the filament at voltage $V$ is

$$I=\frac{F(V)}{S}. \tag{15}$$

*Proof.* Write the first equation of Lemma 1 as $\sigma\,d\phi=I\,dx/A$. By Lemma 2, the conductivity on the left is a known function of $\phi$. Integrate from one end of the filament to the other. The left side gives $F(V)$. On the right the constant $I$ comes out of the integral, which leaves $IS$. Division by $S$ gives (15). ∎

The current is thus a product of two factors. One holds everything about the shape, and the other everything about the voltage and the material. Self-heating bends the current–voltage curve, but it bends the curves of all filaments in the same proportion.

The same integration, stopped at an intermediate point, locates the hot spot. The temperature (6) is even in $\phi$, so the integral of $\sigma$ from $-V/2$ to $0$ is $F/2$. The hottest cross-section therefore divides the integral of $dx/A$ into two equal parts. It lies at the electrical midpoint, which in an asymmetric filament need not be the narrowest place.

### Remark: filaments that are not slender

The assumption of uniform cross-sections can be dropped if each end is a surface of constant potential and temperature, and the side wall passes neither charge nor heat. The steady equations in three dimensions are

$$\nabla\cdot(\sigma\nabla\phi)=0,\qquad \nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2=0. \tag{16}$$

Try the temperature (6) as a function of the local potential. Differentiating (6) with respect to $\phi$ gives $2T\,dT/d\phi=-2\phi/L$, or $LT\,dT/d\phi=-\phi$. Hence $\kappa\nabla T=L\sigma T(dT/d\phi)\nabla\phi=-\sigma\phi\nabla\phi$, and the product rule gives

$$\nabla\cdot(\kappa\nabla T)=-\phi\,\nabla\cdot(\sigma\nabla\phi)-\sigma|\nabla\phi|^2=-\sigma|\nabla\phi|^2. \tag{17}$$

The heat equation is satisfied. On the side wall the normal component of $\nabla\phi$ vanishes, so that of $\kappa\nabla T$ vanishes too.

Now let $\Theta(\phi)$ be the integral of $\sigma$ from $-V/2$ to $\phi$. Then $\nabla\Theta=\sigma\nabla\phi$, so $\Theta$ obeys Laplace's equation, with the value $0$ at one end and $F(V)$ at the other. Laplace's equation is linear. Therefore $\Theta=F(V)\,\theta$, where $\theta$ runs from $0$ to $1$ and depends on the geometry alone. The current is the flux of $\nabla\Theta$ through an end surface, which is $F(V)$ times a geometrical constant. Calling this constant $1/S$ recovers (15), with a more general meaning of $S$.

### Two conductivity laws

**Constant conductivity.** If scattering by defects dominates, $\sigma$ may be nearly independent of temperature. With $\sigma=\sigma_0$ the integral in (14) is

$$F(V)=\sigma_0V. \tag{18}$$

The filament is ohmic although it is hot.

**Conductivity inversely proportional to temperature.** If scattering by lattice vibrations dominates, a simple model is $\sigma=\sigma_0T_0/T$, where $\sigma_0$ is the conductivity at $T_0$. Put $a^2=LT_0^2+V^2/4$, where $a$ now denotes a positive voltage. Then (6) reads $T=\sqrt{a^2-\phi^2}/\sqrt L$, and

$$F(V)=\sigma_0T_0\sqrt L\int_{-V/2}^{V/2}\frac{d\phi}{\sqrt{a^2-\phi^2}}=2\sigma_0T_0\sqrt L\,\arcsin\frac{V}{2a}. \tag{19}$$

An angle whose sine is $V/(2a)$ has the tangent $(V/2)/\sqrt{a^2-V^2/4}$. The root equals $\sqrt L\,T_0$ by the definition of $a$. Hence

$$F(V)=2\sigma_0T_0\sqrt L\,\arctan\frac{V}{V_0},\qquad V_0=2\sqrt L\,T_0. \tag{20}$$

The voltage $V_0$ marks the onset of strong heating: by (12), $T_{\max}=T_0\sqrt{1+V^2/V_0^2}$, so at $V=V_0$ the peak temperature is $\sqrt2\,T_0$. Since $2T_0\sqrt L=V_0$, the function can also be written $F=\sigma_0V_0\arctan(V/V_0)$.

Its derivative is

$$\frac{dF}{dV}=\frac{\sigma_0}{1+V^2/V_0^2}>0. \tag{21}$$

The current rises with voltage throughout, but ever more slowly. For $V\ll V_0$ the expansion $\arctan u\approx u-u^3/3$ gives $F\approx\sigma_0V[1-V^2/(3V_0^2)]$, which is Ohm's law with a small heating correction. For $V\gg V_0$ the arctangent tends to $\pi/2$, and $F$ tends to the finite value $\pi\sigma_0V_0/2$. In that regime an increase of voltage is almost cancelled by the increase of resistance that it causes.

## Part 2. The linear relation, its slope and its limits

The filament has the shape factor $S$, the integral of $dx/A$ along its length, and its ends are at $T_0$. At voltage $V$ it carries the current $I=F(V)/S$, where $F(V)$ is the integral of the conductivity $\sigma(T)$ over the potential from $-V/2$ to $V/2$. The temperature obeys $T^2=T_0^2+(V^2/4-\phi^2)/L$, with Lorenz number $L$. For constant conductivity $F=\sigma_0V$. For $\sigma=\sigma_0T_0/T$, $F=\sigma_0V_0\arctan(V/V_0)$ with $V_0=2\sqrt L\,T_0$. Growth stops at current $I_C$ and filament voltage $V_C$; reset begins at current $I_R$ and filament voltage $V_R$.

### Theorem

**Theorem.** Let the assumptions of Part 1 hold, and let $V_C$ and $V_R$ be the same for all filaments considered. Then

$$I_R=m\,I_C,\qquad m=\frac{F(V_R)}{F(V_C)}. \tag{22}$$

The slope $m$ is independent of the compliance current and of the shape of the filament.

*Proof.* At the end of set, the current law gives $I_C=F(V_C)/S$, so the finished filament has the shape factor

$$S=\frac{F(V_C)}{I_C}. \tag{23}$$

By assumption the filament does not change before reset begins, so the same $S$ applies at $V_R$:

$$I_R=\frac{F(V_R)}{S}=\frac{F(V_R)}{F(V_C)}\,I_C. \tag{24}$$

The function $F$ contains the material and $T_0$, but neither the shape nor the current. With both voltages fixed, the ratio is a constant. ∎

The proof does not require that filaments formed at different compliance currents resemble each other. One may be a uniform cylinder and another a cone with a narrow tip. Set fixes a single number, $S$, and reset depends on that same number.

With $V_C$ and $V_R$ the same for all filaments, the reset current is proportional to the compliance current, with a slope $m$ that does not depend on the filament's shape. It remains to find the slope for particular conductivity laws, to test the result in a numerical example, and to see what changes when the voltages drift, the circuit intervenes or heat escapes through the side wall.

Numerical values quoted here were computed with a short program.
